# Thermal Lineshape of a Sharp Threshold in Inelastic Tunnelling Spectroscopy

**Q.** An electron either has the energy to excite a vibration or it does not. Why should a sharp threshold have a thermal width at all?

**A.** The threshold is sharp for one electron making one transition. The current sums over electrons whose initial energies are spread by the Fermi function of one electrode, and whose final states are blocked according to the Fermi function of the other.

Take two metal electrodes at the same temperature $T$, with flat densities of states $\rho_1$ and $\rho_2$ per spin. Let $e>0$, and let the bias raise the Fermi level of the emitter, electrode 1, by $eV$ above that of the collector. With energies measured from the collector's Fermi level and $f(x)=1/(e^{x/kT}+1)$, the occupations are $f(E-eV)$ and $f(E)$. A mode of sharp energy $\hbar\omega$, at first in its ground state, takes $\hbar\omega$ from the electron. If the matrix element $M$ does not depend on energy or bias, the golden rule gives the forward current

$$I_{\rm f}=C\int dE\,f(E-eV)\,[1-f(E-\hbar\omega)],\qquad C=2e\,\frac{2\pi}{\hbar}|M|^2\rho_1\rho_2 .$$

The first factor says that the initial state is filled, the second that the final state is empty.

**Q.** You cannot measure $M$. What fixes $C$?

**A.** The conductance step at zero temperature. There the integrand is 1 for $\hbar\omega<E<eV$ and zero elsewhere, so $I_{\rm f}=C(eV-\hbar\omega)$ above threshold. The slope $dI/dV$ jumps from 0 to $eC$. Calling this jump $\Delta G$ gives $C=\Delta G/e$.

**Q.** At finite temperature you have a product of two Fermi functions. Do you need an approximation?

**A.** No. Consider $f(E-a)[1-f(E-b)]$ and write $A=e^{(E-a)/kT}$, $B=e^{(E-b)/kT}$. Then

$$f(E-a)[1-f(E-b)]=\frac{B}{(1+A)(1+B)},\qquad f(E-a)-f(E-b)=\frac{B-A}{(1+A)(1+B)} .$$

The ratio of the first to the second is $B/(B-A)=1/(1-A/B)$, and $A/B=e^{-(a-b)/kT}$ is independent of $E$. It therefore comes out of the integral.

What remains is the integral of the difference. Since $f(E-a)-f(E-b)=\int_b^a[-f'(E-s)]\,ds$, and $-f'$ has unit area, integrating over $E$ first gives $a-b$. Hence

$$\int dE\,f(E-a)[1-f(E-b)]=F(a-b),\qquad F(x)=\frac{x}{1-e^{-x/kT}} .$$

With $a=eV$ and $b=\hbar\omega$, the forward current is $(\Delta G/e)F(eV-\hbar\omega)$. Far above threshold $F(x)\to x$, the zero-temperature result. Far below it $F(x)\to|x|e^{-|x|/kT}$, the contribution of the thermal tails.

**Q.** You have left out electrons going backwards, and a warm mode can also give energy to an electron. Surely that changes the line.

**A.** Let the mode have mean occupation $n$, independent of bias. The ladder operators multiply emission by $1+n$ and absorption by $n$. The arguments of $F$ follow from the initial and final energies:

- Forward emission: $a=eV$, $b=\hbar\omega$, giving $F(eV-\hbar\omega)$.
- Reverse emission: the electron starts in the collector at $E$ and ends in the emitter at $E-\hbar\omega$, where the occupation is $f(E-\hbar\omega-eV)$. This gives $F(-eV-\hbar\omega)$.
- Forward absorption: the final energy is $E+\hbar\omega$, so $b=-\hbar\omega$, giving $F(eV+\hbar\omega)$.
- Reverse absorption: the final occupation is $f(E+\hbar\omega-eV)$, giving $F(\hbar\omega-eV)$.

The net current is

$$I=\frac{\Delta G}{e}\Big\{(1+n)[F(eV-\hbar\omega)-F(-eV-\hbar\omega)]+n[F(eV+\hbar\omega)-F(\hbar\omega-eV)]\Big\}.$$

To see what $n$ does, use

$$F(x)-F(-x)=\frac{x}{1-e^{-x/kT}}+\frac{x}{1-e^{x/kT}}=x ,$$

because the two fractions multiplying $x$ add to 1. The terms proportional to $n$ pair up as $(eV-\hbar\omega)+(eV+\hbar\omega)=2eV$. A fixed occupation thus adds the ohmic current $2n\Delta G\,V$, whose second derivative is zero.

**Q.** So the second derivative is the same for a cold and a warm mode?

**A.** Yes, in this lowest-order model with $n$ independent of $V$. Differentiating $F(x)-F(-x)=x$ twice shows that $F''$ is even. Each derivative with respect to $V$ brings a factor $\pm e$, and two of them bring $e^2$, so

$$\frac{d^2I}{dV^2}=e\,\Delta G\,[F''(eV-\hbar\omega)-F''(eV+\hbar\omega)] .$$

This was tested by summing the four processes numerically and taking a finite-difference second derivative, for $\hbar\omega=3kT$ and $12kT$ and for $n=0$, 0.7 and 3. Sum and formula agreed to within $3\times10^{-6}$ in units of $e\Delta G/kT$.

**Q.** Now give me the shape itself.

**A.** Put $u=x/kT$ and $y=u/2$. Multiplying numerator and denominator of $1/(1-e^{-u})$ by $e^{y}$ gives

$$\frac{F}{kT}=u\,\frac{e^{y}}{2\sinh y}=u\,\frac{\cosh y+\sinh y}{2\sinh y}=y\coth y+y .$$

The linear term drops out of the second derivative. For the other,

$$\frac{d}{dy}(y\coth y)=\coth y-\frac{y}{\sinh^2y},$$

$$\frac{d^2}{dy^2}(y\coth y)=-\frac{2}{\sinh^2y}+\frac{2y\coth y}{\sinh^2y}=\frac{2(y\coth y-1)}{\sinh^2y} .$$

Since $d/du=\tfrac12\,d/dy$, the second derivative with respect to $u$ carries a factor $\tfrac14$. Define

$$\chi(u)=\frac{d^2}{du^2}\frac{F}{kT}=\frac{(u/2)\coth(u/2)-1}{2\sinh^2(u/2)} .$$

Two derivatives with respect to $x$ instead of $u$ give $F''(x)=\chi(x/kT)/kT$, and therefore

$$\boxed{\frac{d^2I}{dV^2}=\frac{e\,\Delta G}{kT}\left[\chi\!\left(\frac{eV-\hbar\omega}{kT}\right)-\chi\!\left(\frac{eV+\hbar\omega}{kT}\right)\right]}$$

The first term is a peak at $eV=\hbar\omega$, the second a dip at $eV=-\hbar\omega$.

**Q.** The denominator vanishes at $u=0$. Is the peak finite?

**A.** It is. For small $y$, $y\coth y-1=y^2/3+\dots$ and $\sinh^2y=y^2+\dots$, so $\chi(0)=1/6$. For $\hbar\omega\gg kT$ the peak height is $e\Delta G/(6kT)$.

The area of $\chi$ is the change of $d(F/kT)/du$ from $u=-\infty$ to $+\infty$. That slope runs from 0 to 1, so the area is 1. Integrated over voltage, the first term in the box returns the step $\Delta G$ at any temperature: heating lowers and widens it without changing its area. The observed peak keeps this area only while $\hbar\omega\gg kT$, before the dip overlaps it. In the wings $y\coth y\to y$ and $\sinh^2y\to e^{2y}/4$, so $\chi\to(u-2)e^{-u}$.

**Q.** I see an expression, but where are the two Fermi edges in it?

**A.** Differentiate the integral for $F(a-b)$ once with respect to $a$ and once with respect to $b$. The left side becomes $-F''(a-b)$. On the right, $\partial_af(E-a)=-f'(E-a)$ and $\partial_b[1-f(E-b)]=f'(E-b)$. The minus signs cancel:

$$F''(a-b)=\int dE\,f'(E-a)\,f'(E-b).$$

In units of $kT$ each edge contributes the even, unit-area kernel $h(t)=1/[4\cosh^2(t/2)]$, and $\chi(u)=\int h(t)h(u-t)\,dt$. One factor is the smearing of filled states in one electrode, the other the smearing of empty states in the other.

**Q.** Then take the width of one edge, multiply by $\sqrt2$, and you are done.

**A.** That rule fails here. One kernel is at half height when $\cosh^2(t/2)=2$, so its full width is $4\,\mathrm{arccosh}\sqrt2=3.53$. Multiplying by $\sqrt2$ gives 4.99, which is too small. What adds under convolution is the variance. For one kernel, expanding in powers of $e^{-t}$,

$$\int t^2h\,dt=2\int_0^\infty t^2\sum_{k\ge1}(-1)^{k+1}k\,e^{-kt}\,dt=4\sum_{k\ge1}\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{3},$$

so $\chi$ has variance $2\pi^2/3=6.58$. The width at half height also depends on the shape, and convolution changes the shape.

**Q.** Then find the half-height point directly. But how do you know there is one on each side?

**A.** Because $\chi$ falls steadily away from its centre. Differentiate the convolution, move the derivative to the other factor by substituting $t\to u-t$, and fold negative $t$ onto positive $t$ using the oddness of $h'$:

$$\chi'(u)=\int_{-\infty}^{\infty}h'(t)h(u-t)\,dt=\int_0^\infty h'(t)\,[h(u-t)-h(u+t)]\,dt .$$

For $u,t>0$ we have $|u-t|<u+t$. Since $h$ decreases with distance from zero, the bracket is positive, while $h'(t)$ is negative. Hence $\chi'(u)<0$ for $u>0$, and evenness supplies the other side.

Setting $\chi=\tfrac12\cdot\tfrac16=\tfrac1{12}$ and multiplying by $12\sinh^2y$ gives

$$6(y\coth y-1)=\sinh^2y .$$

The positive root is $y=1.3598$. The half-height points are at $u=\pm2y$, a separation of $4y=5.439$. In voltage,

$$\boxed{\Delta V_{\rm thermal}=5.44\,\frac{kT}{e}}$$

or $5.4\,kT/e$ to two figures. The width read from the finite-difference second derivative of the summed current, with $\hbar\omega=30kT$, is also $5.439\,kT$.

**Q.** You assumed $\hbar\omega\gg kT$. When does that matter?

**A.** When the dip at negative bias reaches the peak. Near $eV=\hbar\omega$ the term $-\chi((eV+\hbar\omega)/kT)$ is negative and rises towards zero as $V$ grows. Its positive slope moves the maximum to higher voltage. Measuring half height from zero signal, one finds:

- $\hbar\omega=10kT$: peak at $10.00\,kT$, width $5.44\,kT$.
- $\hbar\omega=5kT$: peak at $5.01\,kT$, width $5.36\,kT$.
- $\hbar\omega=3kT$: peak at $3.20\,kT$, width $4.72\,kT$.

In the last case the apparent mode energy is about 7% too high, relative to the true one.

**Q.** Put in numbers for an instrument.

**A.** Take the regime of a C–H stretch of a small molecule on a metal, measured with a cold scanning tunnelling microscope. Rough typical values are $\hbar\omega=360$ meV, $T=5$ K, a junction conductance of 4 nS and a 5% step, so that $\Delta G=0.05\times4=0.20$ nS. With $kT=0.4309$ meV,

$$\Delta V_{\rm thermal}=5.439\times0.4309\ \text{mV}=2.34\ \text{mV},$$

$$\frac{e\Delta G}{6kT}=\frac{0.20\ \text{nS}}{6\times0.4309\times10^{-3}\ \text{V}}=77\ \text{nA/V}^2 .$$

The thermal width is 36 mV at 77 K and 141 mV at 300 K. Even at 300 K the mode energy is $13.9\,kT$, so the opposite peak is negligible. The peak also loses height. With $\Delta G$ held fixed, the peak is 60 times lower than at 5 K, about 1.3 nA/V².

**Q.** A lock-in amplifier does not measure a derivative. It shakes the voltage.

**A.** With $V+a\cos\theta$ applied, the second-harmonic amplitude is $S=(2/\pi)\int_0^\pi I(V+a\cos\theta)\cos2\theta\,d\theta$. Integrate by parts, using $\cos2\theta=d(\tfrac12\sin2\theta)/d\theta$. The boundary terms vanish, and $\tfrac12\sin2\theta=\sin\theta\cos\theta$:

$$S=\frac{2a}{\pi}\int_0^\pi I'\sin^2\theta\cos\theta\,d\theta .$$

Now $\sin^2\theta\cos\theta=d(\tfrac13\sin^3\theta)/d\theta$. A second integration by parts, followed by $v=a\cos\theta$, gives

$$S=\frac{2a^2}{3\pi}\int_0^\pi I''\sin^4\theta\,d\theta=\frac{a^2}{4}\int_{-a}^{a}I''(V+v)\,\frac{8(a^2-v^2)^{3/2}}{3\pi a^4}\,dv .$$

The lock-in therefore reports $I''$ averaged over a unit-area window. The window is at half height when $(1-v^2/a^2)^{3/2}=\tfrac12$, so its full width is $2a\sqrt{1-2^{-2/3}}=1.22a$, or 1.72 times the rms amplitude. It equals the thermal width at 5 K for 1.36 mV rms.

**Q.** So would a real spectrum at 5 K show your 2.3 mV?

**A.** Not with ordinary settings. A modulation of 5 mV rms, a rough typical value, widens the calculated line to 8.7 mV, nearly four times the thermal width. At 1 mV rms it is 2.8 mV.

The assumption of a sharp mode is also strained. If the mode has a Lorentzian linewidth of 1 meV, chosen here as a plausible size, that exceeds $kT$. Without modulation it raises the width from 2.34 to 2.99 mV. With thermal smearing, linewidth and modulation together, the widths are 3.39 mV at 1 mV rms and 9.04 mV at 5 mV rms. Adding the three widths in quadrature gives 3.07 mV in the first case, 9% below the full calculation. Thus $5.44\,kT/e$ can describe a measured line only when the linewidth, the modulation window and any voltage noise across the junction are all much narrower than it, and when both electrodes really are at the temperature $T$.

**Q.** What about the elastic current, which is far larger than the inelastic one?

**A.** Its size can be estimated from a trapezoidal vacuum barrier of 4.5 eV and 0.6 nm, using one-dimensional WKB transmission at zero temperature and scaling to 4 nS at threshold. It contributes 0.86 nA/V² to the second derivative. This is a rough size that depends on the assumed gap: for 0.45 nm, where a single channel conducts about 4 nS without scaling, it is 0.51 nA/V². The comparisons below use the larger value. That is 1.1% of the thermal peak at 5 K, and 4% of the peak lowered by 5 mV rms modulation and the 1 meV linewidth. If the same background is carried over to 300 K, it is comparable with the 1.3 nA/V² peak found above.

The transmission also rises with energy, at a logarithmic rate of 1.48 per eV at the emitter's Fermi level. Weighting the inelastic integral by this slope alone changes the width at 5 K by 0.15%. At fixed energy the transmission also falls as the bias raises the barrier; that effect is left out of the 0.15% and cancels it almost entirely. To first order the transmission depends roughly on $E-eV/2$, and the Fermi product is symmetric about $E=(eV+\hbar\omega)/2$, so the combined change of width is only about 0.001%.

**Q.** And the current heats the mode, so your $n$ depends on bias after all.

**A.** Weakly, for these values. At one thermal width above threshold the inelastic current is 0.47 pA, or $2.9\times10^6$ excitations per second. If the 1 meV linewidth is entirely decay, the lifetime is 0.66 ps and the product of the two is $n\approx1.9\times10^{-6}$.

The effect on the line follows from the extra current $2\Delta G\,nV$. Since $n$ grows in proportion to $F(eV-\hbar\omega)$, the term $2\Delta G\,V\,d^2n/dV^2$ has the shape of $\chi$ near threshold. The product rule also gives $4\Delta G\,dn/dV$. At threshold $F'=\tfrac12$ and $F''=1/(6kT)$, so this second term is only $6kT/\hbar\omega\approx0.7\%$ of the first, and it is dropped. The size of the first term relative to the main peak is $2n$ times the ratio of threshold voltage to thermal width:

$$2\times1.9\times10^{-6}\times\frac{360}{2.34}\approx6\times10^{-4}.$$

This raises the height by 0.06% and, to this accuracy, leaves the width alone.

**Q.** Is there anything you have not been able to size?

**A.** Yes. An electron can excite the mode virtually, reabsorb the quantum and leave with its original energy. This amplitude interferes with direct elastic tunnelling, at the same order in the coupling as the inelastic current. Its size depends on the position and width of the molecular level, which this model does not contain. The formula is therefore safe when that contribution is small. If the densities of states and couplings do not depend on energy, and the molecular level is so broad that its own spectral weight is flat over the range $\hbar\omega$, the part of this current that is odd in bias has the same thermal shape as the inelastic line and changes only the height of the step, possibly even its sign. The part even in bias can distort the line. When the level width is only a few times $\hbar\omega$, the odd part also acquires an asymmetric component, even in a symmetric junction. A line that is clearly asymmetric about its centre, after the smooth background is removed, is not described by $\chi$ alone, and its width should not be converted into a temperature with the factor 5.44. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
FWHM of chi from half-height equation: 5.43917 kT
FWHM read off the counted current: 5.4392 kT
half-height root y: 1.35979
peak value chi(0): 0.16667; area: 1.000000
variance of chi: 6.5797 (kT)^2
FWHM of one electrode's kernel: 3.5255 kT
sqrt(2) times that kernel width: 4.9858 kT
mode at 3 kT: peak at 3.2004 kT, FWHM 4.7184 kT
mode at 5 kT: peak at 5.0095 kT, FWHM 5.3625 kT
mode at 10 kT: peak at 10.0000 kT, FWHM 5.4392 kT
input mode energy: 360 meV; temperature: 5 K
input conductance: 4.0 nS; step fraction: 0.05
conductance step dG: 0.20 nS
kT at 5 K: 0.4309 meV; mode energy / kT: 835.5
thermal FWHM at 5 K: 2.344 mV
thermal peak height at 5 K: 77.36 nA/V^2
thermal FWHM at 77 K: 36.09 mV; mode energy / kT: 54.25
thermal FWHM at 300 K: 140.61 mV; mode energy / kT: 13.93
lock-in kernel FWHM / peak amplitude: 1.2166
lock-in kernel FWHM / rms amplitude: 1.7206
rms modulation whose kernel equals thermal FWHM: 1.362 mV
input mode linewidth: 1.0 meV
FWHM, thermal + linewidth: 2.989 mV
1 mV rms: FWHM thermal + modulation 2.794 mV
1 mV rms: FWHM with linewidth too 3.393 mV; root-sum-square estimate 3.075 mV
1 mV rms: peak height with all three 48.71 nA/V^2
5 mV rms: FWHM thermal + modulation 8.700 mV
5 mV rms: FWHM with linewidth too 9.038 mV; root-sum-square estimate 8.972 mV
5 mV rms: peak height with all three 20.89 nA/V^2
input barrier: 4.5 eV; gap: 0.6 nm
elastic background d2I/dV2 at threshold: 0.855 nA/V^2
background / thermal peak height: 0.01105
background / peak with 5 mV rms and linewidth: 0.0409
d ln(transmission)/dE at emitter Fermi level: 1.479 per eV
relative width change from that slope: 1.48e-03
inelastic current one FWHM above threshold: 0.471 pA
excitation rate there: 2.94e+06 per s
mode lifetime if linewidth is all decay: 0.658 ps
pumped occupation of the mode: 1.93e-06
opposite-polarity peak at threshold, 300 K, relative: 1.2e-10
```
